# Thompson energy spectrum of sputtered atoms from an isotropic collision cascade

Fast atoms inside a solid share their energy through collisions, and some of the atoms set in motion leave through the surface. The problem is to find the energy distribution of those that leave.

**Model.** Primaries of energy $E_0$ are created uniformly in space, with isotropic directions, at a rate $q$ per volume and time. The medium is infinite and amorphous; its atoms have mass $M$, equal to that of the primaries, and are at rest until struck. Collisions are binary and elastic. The energy $T$ given to the struck atom is uniformly distributed between $0$ and the energy $E$ of the moving atom, as for hard spheres, and the mean free path $\lambda$ does not depend on energy. Energy spent on freeing an atom from its bulk site and losses to electrons are omitted.

The surface is a plane in this medium. The outward current through it meets a planar barrier of height $U$, the surface binding energy. Inside energies at the surface are written $E_i$, outside energies $E$. Numbers are in Hartree atomic units, with round parameters $U=0.15$ hartree, $E_0=30$ hartree and $M=10^5$ electron masses.

## (a) How often do atoms of each energy collide?

Let $\psi(E)\,dE$ be the number of collisions per volume and time made by atoms with energy in $dE$, not counting the first collisions of the primaries. Find $\psi(E)$ in the steady state.

**Solution.** A collision at energy $E'$ leaves two moving atoms, with energies $T$ and $E'-T$. Each is uniformly distributed on $[0,E']$, so the expected number of products per unit energy is $2/E'$. In an infinite medium every product eventually collides, at the energy with which it started. The primaries make $q$ first collisions per volume and time, all at $E_0$. Hence

$$\psi(E)=\frac{2q}{E_0}+\int_E^{E_0}\frac{2\psi(E')}{E'}\,dE' .$$

The variable $E$ is the lower limit of the integral, so differentiation gives a minus sign:

$$\psi'(E)=-\frac{2\psi(E)}{E}\quad\Rightarrow\quad \psi(E)=\frac{C}{E^2}.$$

At $E=E_0$ the integral vanishes and $C/E_0^2=2q/E_0$, so $C=2qE_0$ and

$$\psi(E)=\frac{2qE_0}{E^2}.$$

Between energies $a$ and $b$ each primary therefore causes $2E_0(1/a-1/b)$ collisions. For $a=0.005E_0$ and $b=0.01E_0$ this is $2(200-100)=200$. A simulation of 30000 cascades, which follows individual flights and collisions, gives 200.01.

## (b) Does the exponent depend on the uniform transfer law?

Let $x=T/E$ have any fixed probability density $p(x)$ on $[0,1]$. Find the power law possible far below $E_0$, and its amplitude.

**Solution.** The two products carry fractions $x$ and $1-x$ of the energy. Their combined density in the fraction $x$ is $k(x)=p(x)+p(1-x)$. Far below $E_0$ the direct source term is dropped and the upper limit is moved to infinity:

$$\psi(E)=\int_E^\infty \psi(E')\,k\!\left(\frac{E}{E'}\right)\frac{dE'}{E'} .$$

Insert $\psi=CE^{-s}$ and $E'=E/x$. Then $\psi(E')=CE^{-s}x^s$ and $|dE'|/E'=dx/x$, which leaves

$$\int_0^1 k(x)\,x^{s-1}dx=1 .$$

For $s=2$, replacing $x$ by $1-x$ in the second term of $k$ gives

$$\int_0^1 x\,k(x)\,dx=\int_0^1[x+(1-x)]\,p(x)\,dx=1 .$$

The condition is met because the two products together carry all the energy. For $0<x<1$ the factor $x^{s-1}$ falls as $s$ grows, so no other real $s$ satisfies it.

The amplitude follows from the energy flow. In the steady state, energy passes from above $E$ to below $E$ at the rate $qE_0$. A collision at $E'>E$ delivers the energy $E'\int_0^{E/E'}x\,k(x)\,dx$ to products below $E$. With $\psi=C/E'^2$ and $y=E/E'$,

$$qE_0=C\int_0^1\frac{dy}{y}\int_0^y x\,k(x)\,dx
=C\int_0^1 x\,k(x)\left[\int_x^1\frac{dy}{y}\right]dx
=-C\int_0^1 k(x)\,x\ln x\,dx .$$

For the uniform law $k=2$ and $-2\int_0^1x\ln x\,dx=1/2$, so $C=2qE_0$, as in (a).

For $p(x)=1/(2\sqrt x)$, which favours small transfers, the integral gives $C=2.444\,qE_0$. This predicts 244.42 collisions per primary in the lowest band; the simulation gives 244.46. That the solution settles to the power law far below $E_0$ was assumed here, and this comparison supports it for one non-uniform law. The approach can be slow: if $p(x)$ is concentrated near $x=1/2$, each collision nearly halves the energy, and $\psi E^2$ keeps oscillating in $\ln E$ about the constant over many generations.

## (c) What is the flux, and when is it isotropic?

Find the flux $\phi(E)$ of collided atoms, meaning their number density per unit energy times their speed. Then replace the isotropic primaries by a beam along one axis, and find the mean cosine $\bar\mu(E)$ between the directions of the colliding atoms and that axis.

**Solution.** An atom of speed $v$ collides at the rate $v/\lambda$. Thus $\psi=\phi/\lambda$ and

$$\phi(E)=\lambda\psi(E)=\frac{2\lambda qE_0}{E^2}.$$

With isotropic primaries, a uniform source and an isotropic medium, no direction is singled out. The flux per solid angle is then $\phi/4\pi$.

For the beam, consider one collision. Let $\mathbf p$ be the momentum before it, and $\mathbf p_1,\mathbf p_2$ the momenta after it. Momentum conservation gives $p^2=p_1^2+p_2^2+2\mathbf p_1\cdot\mathbf p_2$. Energy conservation with equal masses gives $p^2=p_1^2+p_2^2$. The products therefore move at right angles, and each has $p_j=p\cos\alpha_j$, where $\alpha_j$ is its angle to $\mathbf p$. A product of energy $E$ from a collision at $E'$ thus has $\cos\alpha=\sqrt{E/E'}$. Averaging over the azimuth about $\mathbf p$ multiplies the cosine to the beam axis by this factor.

Let $\psi_1(E)$ be the collision density weighted with the cosine to the axis. Then

$$\psi_1(E)=\frac{2q}{E_0}\sqrt{\frac{E}{E_0}}+\int_E^{E_0}\frac{2\psi_1(E')}{E'}\sqrt{\frac{E}{E'}}\,dE' .$$

Setting $\psi_1=\sqrt E\,g$ and dividing by $\sqrt E$ gives

$$g(E)=\frac{2q}{E_0^{3/2}}+\int_E^{E_0}\frac{2g(E')}{E'}dE' .$$

This is the equation of (a) with another constant, so $g=2q\sqrt{E_0}/E^2$ and

$$\bar\mu(E)=\frac{\psi_1}{\psi}=\frac{2q\sqrt{E_0}\,E^{-3/2}}{2qE_0E^{-2}}=\sqrt{\frac{E}{E_0}} .$$

The beam direction is forgotten slowly. At $E_i=0.225$ hartree, an energy that matters in (e), $\bar\mu=\sqrt{0.225/30}=0.087$. An angular distribution $1+3\bar\mu\cos\vartheta$, with $\vartheta$ measured from the beam and higher moments dropped, still varies by $\pm26\%$ about its average. Isotropy is thus an assumption about the source, or an approximation for $E_i\ll E_0$. The remaining parts use isotropic primaries.

## (d) What does the barrier do to the current?

Find the emitted current $J(E,\Omega)$ per area, energy and solid angle, and the fraction of the outward current at $E_i$ that escapes.

**Solution.** Let $\theta_i$ be the inside angle to the outward normal. A plane intercepts the flux in proportion to $\cos\theta_i$, so the outward current inside is

$$j(E_i,\Omega_i)=\frac{\phi(E_i)}{4\pi}\cos\theta_i=\frac{\lambda qE_0}{2\pi}\frac{\cos\theta_i}{E_i^2}.$$

The planar barrier acts on the normal motion and leaves the parallel momentum unchanged:

$$E\cos^2\theta=E_i\cos^2\theta_i-U,\qquad E\sin^2\theta=E_i\sin^2\theta_i .$$

The sum of the two relations is $E=E_i-U$, so $dE_i=dE$. At fixed energy, the differential of the first relation is

$$E\cos\theta\,d(\cos\theta)=E_i\cos\theta_i\,d(\cos\theta_i).$$

The azimuth does not change, hence

$$\cos\theta_i\,d\Omega_i\,dE_i=\frac{E}{E_i}\cos\theta\,d\Omega\,dE .$$

The number of atoms is conserved, $J\,dE\,d\Omega=j\,dE_i\,d\Omega_i$. With $E_i=E+U$,

$$J(E,\Omega)=\frac{\lambda qE_0}{2\pi}\,\frac{1}{(E+U)^2}\,\frac{E}{E+U}\cos\theta
=\frac{\lambda qE_0}{2\pi}\frac{E\cos\theta}{(E+U)^3},\qquad 0<E<E_0-U .$$

This is the Thompson spectrum. One factor $E+U$ in the denominator comes from refraction at the barrier, the other two from the internal flux. For the isotropic internal flux assumed here, the angular law is a cosine at every energy.

Escape requires $\cos^2\theta_i>U/E_i$. The escaping fraction is

$$\frac{\int_{\sqrt{U/E_i}}^1 c\,dc}{\int_0^1c\,dc}=1-\frac{U}{E_i}.$$

The use of an infinite medium is an approximation. There, primaries are also created beyond the plane and send atoms inward, and an atom that crosses outward may scatter back and cross again. At a real surface nothing is created outside, an escaped atom does not return, and an atom that fails to pass the barrier is reflected. The resulting change of the flux near the surface is left out.

## (e) Where is the maximum, and how wide is the spectrum?

Integrate over exit directions. Find the most probable energy and the energies at half the maximum. Which property of the barrier produces the maximum?

**Solution.** Over the outer hemisphere $\int\cos\theta\,d\Omega=2\pi\int_0^1c\,dc=\pi$, so

$$J(E)=\frac{\lambda qE_0}{2}\frac{E}{(E+U)^3}.$$

The logarithmic derivative is

$$\frac{d\ln J}{dE}=\frac1E-\frac{3}{E+U}=\frac{U-2E}{E(E+U)} .$$

It is positive below $E=U/2$ and negative above. The maximum therefore lies at

$$E_{\max}=\frac U2 ,$$

provided this energy is within the spectrum, $U/2<E_0-U$. Here $E_{\max}=0.15/2=0.075$ hartree, or 2.04 eV. These atoms had $E_i=0.225$ hartree inside, where the fraction $1-0.15/0.225=1/3$ of the outward current escapes.

With $x=E/U$ the shape is $x/(1+x)^3$, whose largest value is $(1/2)/(27/8)=4/27$. Half of it requires $27x=2(1+x)^3$, or

$$2x^3+6x^2-21x+2=(x-2)(2x^2+10x-1)=0 .$$

The positive roots are $x=2$ and $x=(\sqrt{27}-5)/2=0.098$. The half-height energies are 0.300 and 0.0147 hartree.

For $E\ll U$ the spectrum rises as $E/U^3$, because few atoms just above the barrier energy move close enough to the normal. For $E\gg U$ it falls as $E^{-2}$, like the internal flux. If the barrier acted on the total energy alone, every outward atom with $E_i>U$ would escape. The spectrum would then be proportional to $1/(E+U)^2$, which falls from $E=0$ onward. In this model the interior maximum thus comes from the condition on the normal motion.

A fit to the simulated spectrum places the maximum at 0.0725 hartree, 3% below the formula. The top is flat: at that energy the formula lies less than 0.1% below its maximum, so the fit fixes the position weakly. Whether sampling noise or the form of the fit causes the shift was not separated. A sharper comparison uses the fraction emitted below a given energy. At nine energies from $0.1U$ to $60U$, the simulated fraction and the one derived next differ by at most 0.0006.

## (f) How many atoms leave, and what are their median and mean energies?

**Solution.** The spectrum has an elementary integral, since

$$\frac{d}{dE}\left(\frac{E}{E+U}\right)^2=\frac{2E}{E+U}\cdot\frac{U}{(E+U)^2}=\frac{2UE}{(E+U)^3}.$$

The current below $E$ is therefore $(\lambda qE_0/4U)[E/(E+U)]^2$. At the upper end $E=E_0-U$ the bracket is $1-U/E_0$, and the total is

$$J_{\rm tot}=\frac{\lambda qE_0}{4U}\left(1-\frac U{E_0}\right)^2 .$$

Here $\lambda q$ is the number of primaries created per area and time within a depth of one mean free path. Per such primary, the formula gives $30/(4\times0.15)\times0.995^2=49.5$ emitted atoms; the simulation, which uses the same infinite medium, gives 49.6. Both overestimate the yield of a surface facing vacuum, chiefly because the source also fills the region beyond the plane: primaries created there, and their recoils, cross inward and start collisions that send atoms out again. Since the source fills the whole medium, this is not the yield per ion of a bombarded target.

Primaries that have not collided add a line at $E_0-U$. Their flux is $\lambda q$, the outward current of an isotropic flux is one quarter of it, and the fraction $1-U/E_0$ escapes. This gives $0.995/4=0.249$ in the same unit, about 0.5% of the collided yield.

The median $E_m$ satisfies $[E_m/(E_m+U)]^2=\tfrac12(1-U/E_0)^2$. With $f=(1-U/E_0)/\sqrt2=0.7036$,

$$E_m=\frac{fU}{1-f}=\frac{0.7036\times0.15}{0.2964}=0.356\ \text{hartree}.$$

For the mean, put $w=E+U$ and $r=E_0/U$:

$$\int_0^{E_0-U}\frac{E^2\,dE}{(E+U)^3}=\int_U^{E_0}\left(\frac1w-\frac{2U}{w^2}+\frac{U^2}{w^3}\right)dw
=\ln r-\frac32+\frac2r-\frac1{2r^2}.$$

The corresponding integral of $E/(E+U)^3$ is $(1-1/r)^2/2U$, so

$$\langle E\rangle=\frac{2U}{(1-1/r)^2}\left(\ln r-\frac32+\frac2r-\frac1{2r^2}\right).$$

For $r=200$ the bracket is $5.298-1.500+0.010=3.808$, and $\langle E\rangle=0.30\times3.808/0.990=1.154$ hartree. The mean is 15 times the most probable energy. It grows as $\ln(E_0/U)$ for $E_0\gg U$, while the position of the maximum does not depend on $E_0$. Of the emitted collided atoms, only 11% have an outside energy below $U/2$.

## (g) What moves the maximum?

Find it (i) for a mean free path $\lambda\propto E_i^{2m}$ with $m<1$, (ii) for the number density of emitted atoms per unit energy, and (iii) for the current per unit speed.

**Solution.** (i) The balance in (a) does not contain $\lambda$, so $\psi$ is unchanged and $\phi=\lambda\psi\propto E_i^{2m-2}$. The barrier again contributes $E/(E+U)$, which gives

$$J(E)\propto\frac{E}{(E+U)^{3-2m}},\qquad \frac1E=\frac{3-2m}{E+U}\quad\Rightarrow\quad E=\frac{U}{2-2m}.$$

As in (e), this energy must lie within the spectrum, below $E_0-U$. For $m=1/4$ it is $0.15/1.5=0.100$ hartree; the simulation gives 0.098. The value $U/2$ thus belongs to an internal flux falling as $E_i^{-2}$.

(ii) Density is current divided by normal speed for a beam in one direction. In a fixed exit direction this speed is proportional to $\sqrt E$, so the density varies as $E^{1/2}/(E+U)^3$. Its maximum satisfies $1/(2E)=3/(E+U)$, or $E=U/5=0.030$ hartree.

(iii) With $E=Mv^2/2$ and $dE=Mv\,dv$, the current per unit speed is $J(E)Mv\propto E^{3/2}/(E+U)^3$. Since $E$ increases with $v$, the maximum follows from $3/(2E)=3/(E+U)$, or $E=U$. The most probable speed is

$$v=\sqrt{\frac{2U}{M}}=\sqrt{\frac{0.30}{10^5}}=1.732\times10^{-3}\ \text{atomic units},$$

or 3.79 km/s. For constant $\lambda$, the current per unit energy, the density per unit energy and the current per unit speed describe the same emitted atoms. The density has its maximum at a lower energy because it weights each atom by the inverse of its normal speed. The current per unit speed has its maximum at a higher energy because equal speed intervals cover energy intervals $dE=Mv\,dv$ that widen with $v$. To obtain $U$ from a measured maximum with these formulas, one must know which distribution was recorded and how the internal flux depends on energy. The planar barrier and the isotropic internal flux must also be adequate descriptions of the target. The numerical output lists the remaining comparisons.

## Values computed for the example and the checks

```
Barrier U: 0.150 hartree
Primary energy E0: 30.0 hartree
Ratio E0/U: 200
Atomic mass M: 100000 electron masses
Main run: 30000 cascades
Collisions per primary, bands of E/E0: simulated, formula
  0.005-0.010: 200.010, 200.000
  0.010-0.020: 100.045, 100.000
  0.020-0.050: 59.930, 60.000
  0.050-0.100: 20.023, 20.000
  0.100-0.200: 10.002, 10.000
  0.200-0.400: 4.991, 5.000
Mean cosine, directed primaries, same bands: simulated, formula
  band 1: 0.0823, 0.0828
  band 2: 0.1175, 0.1172
  band 3: 0.1736, 0.1733
  band 4: 0.2623, 0.2620
  band 5: 0.3704, 0.3705
  band 6: 0.5227, 0.5239
Mean P2, directed primaries, band 1: -0.0010
Soft transfer amplitude/E0: 2.4442
Soft transfer band 1: 244.46, 244.42
Peak energy, formula: 0.0750 hartree = 2.041 eV
Peak energy, simulated: 0.0725 hartree
Internal energy at peak: 0.2250 hartree
Transmitted fraction there: 0.3333, 0.3333
Lower half-height energy: 0.01471 hartree
Upper half-height energy: 0.3000 hartree
Fraction emitted below peak: 0.1122
Median energy: 0.3560 hartree
Simulated fraction below median: 0.4995
Mean energy: 1.1492 simulated, 1.1540 hartree
Yield per primary in one free path: 49.573, 49.501
Uncollided yield, same unit: 0.2526, 0.2487
Mean exit cosine, E<U and E>5U: 0.6671, 0.6670
Largest cumulative gap, planar barrier: 0.00059
Largest cumulative gap, energy-only barrier: 0.00059
Density peak: 0.0300 simulated, 0.0300 hartree
Speed peak, simulated: 0.001737 atomic units
Speed peak, formula: 0.001732 atomic units = 3789 m/s
Peak for m=0.25: 0.0982 simulated, 0.1000 hartree
Largest cumulative gap for m=0.25: 0.00109
```
